**Parallel-replica escape from a six-site surface basin**

The program tests that \(N\) independent replicas started from the quasi-stationary distribution give a summed first-exit time and exit channel with the same joint law as one walker. Here \(k\) is the escape rate, \(\varepsilon\) the total-variation distance of a replica from that distribution, and \(\delta\) the interval between exit checks. It asserts the exponential law and the independence of the channel from the full absorbing chain, and the step-and-index clock from a joint chain of two replicas. It also asserts, at selected times, the bound on convergence and the error bound \((N+1)\varepsilon\) for the survival probability, and the Boltzmann flux rate reached with very many Boltzmann-started replicas. A stochastic run of 20,000 visits is compared with the direct escape law: the mean is 413.5 ns with a standard error of 2.9 ns, against 413.4 ns. For 32 replicas the speedup is 9.9, and it falls to 7.9 for 512 replicas at the same error target. If the replicas all start at the entry site without equilibration, the mean summed time rises to 444 ns for 32 replicas and 679 ns for 1024.

## Check in Python

```python
"""Parallel-replica dynamics in one surface basin.
Result under test: if N independent replicas start from the quasi-stationary
distribution (QSD) of a basin, the summed time to the first escape and its exit
channel have the joint law of one walker started from the QSD. With finite
equilibration the error is at most (N+1)*eps, eps = total-variation distance.
Symbols: Q killed generator (1/ns), A exit rates by site and channel (1/ns),
pi Boltzmann law in the basin, qsd quasi-stationary law, k escape rate (1/ns),
dt time between escape checks (ns), K one-step survival matrix.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import expm

# Round model parameters: energies in eV, prefactors in 1/ns
temperature = 450.0
kT = const.k * temperature / const.e
site_energy = np.array([0.00, 0.06, 0.03, 0.10, 0.02, 0.20])
hop_saddle = np.array([0.36, 0.34, 0.38, 0.35, 0.50])
react_saddle, edge_saddle, vacuum_level = 0.58, 0.62, 0.85
hop_prefactor, desorption_prefactor = 1.0e4, 1.0e6
channels = ["ligand exchange", "edge hop", "desorption"]
n_sites, n_channels, entry = 6, 3, 0
dt, N = 0.5, 32
target_error = 0.01


def build_rates(reaction_factor=1.0):
    hops = np.zeros((n_sites, n_sites))
    for i, saddle in enumerate(hop_saddle):
        hops[i, i + 1] = hop_prefactor * np.exp(-(saddle - site_energy[i]) / kT)
        hops[i + 1, i] = hop_prefactor * np.exp(-(saddle - site_energy[i + 1]) / kT)
    exits = np.zeros((n_sites, n_channels))
    exits[5, 0] = reaction_factor * hop_prefactor * np.exp(
        -(react_saddle - site_energy[5]) / kT)
    exits[0, 1] = hop_prefactor * np.exp(-(edge_saddle - site_energy[0]) / kT)
    exits[:, 2] = desorption_prefactor * np.exp(-(vacuum_level - site_energy) / kT)
    killed = hops - np.diag(hops.sum(axis=1) + exits.sum(axis=1))
    return killed, exits


Q, A = build_rates()
a = A.sum(axis=1)
ones = np.ones(n_sites)
start = np.eye(n_sites)[entry]
pi = np.exp(-site_energy / kT)
pi /= pi.sum()

# Spectral form of the QSD from the symmetrized generator
root = np.sqrt(pi)
H = -(root[:, None] * Q / root[None, :])
assert np.allclose(H, H.T, rtol=1e-10, atol=1e-12)
lam, U = np.linalg.eigh((H + H.T) / 2)
phi = U / root[:, None]
phi[:, 0] *= np.sign(phi[:, 0].sum())
assert phi[:, 0].min() > 0
qsd = pi * phi[:, 0]
qsd /= qsd.sum()
k = qsd @ a
gap = lam[1] - lam[0]
share = qsd @ A / k
k_boltzmann = pi @ a

# The QSD is the long-time conditioned law from every starting site
late = expm(Q * 60.0)
assert np.allclose(late / late.sum(axis=1)[:, None], qsd, atol=1e-9)
assert abs(k / lam[0] - 1) < 1e-8
assert k < k_boltzmann

# Exponential time and independent channel, from the full absorbing chain
G = np.zeros((n_sites + n_channels, n_sites + n_channels))
G[:n_sites, :n_sites] = Q
G[:n_sites, n_sites:] = A
for t in (5.0, 50.0, 400.0, 1500.0):
    law = np.r_[qsd, np.zeros(n_channels)] @ expm(G * t)
    assert abs(law[:n_sites].sum() - np.exp(-k * t)) < 1e-9
    assert np.allclose(law[n_sites:], share * (1 - np.exp(-k * t)), atol=1e-9)


# Step-by-step clock: exact joint chain of two replicas, coarse checks, ties
def two_replica_deviation(law0, step):
    P2 = expm(G * step)
    K2, B2 = P2[:n_sites, :n_sites], P2[:n_sites, n_sites:]
    joint, both = np.kron(law0, law0), np.kron(K2, K2)
    worst = 0.0
    for n in range(1, 9):
        for index in (1, 2):
            count = 2 * (n - 1) + index
            for c in range(n_channels):
                if index == 1:
                    event = np.kron(B2[:, c], ones)
                else:
                    event = np.kron(K2 @ ones, B2[:, c])
                single = (np.exp(-k * (count - 1) * step)
                          * (1 - np.exp(-k * step)) * share[c])
                worst = max(worst, abs(joint @ event / single - 1))
        joint = joint @ both
    return worst


assert two_replica_deviation(qsd, 100.0) < 1e-7
assert two_replica_deviation(start, 100.0) > 1e-3


# Convergence to the QSD
def conditioned(law0, t):
    w = law0 @ expm(Q * t)
    return w / w.sum()


def distance(law0, t):
    return 0.5 * np.abs(conditioned(law0, t) - qsd).sum()


for i in range(n_sites):
    prefactor = phi[:, 0].max() / (phi[i, 0] * np.sqrt(pi[i]))
    for t in (0.0, 0.3, 1.0, 3.0, 8.0, 15.0):
        assert distance(np.eye(n_sites)[i], t) <= prefactor * np.exp(-gap * t) + 1e-12
decay = np.log(distance(start, 8.0) / distance(start, 16.0)) / 8.0
assert abs(decay / gap - 1) < 0.01


# Exact law of the summed time for replicas started from any law
def survival(law0, t):
    weights = (law0 @ phi) * (pi @ phi)
    return np.exp(-np.multiply.outer(t, lam)) @ weights


for t in (0.2, 7.0, 300.0):
    assert abs(survival(start, t) - (start @ expm(Q * t)).sum()) < 1e-10


def summed_statistics(law0, replicas):
    s = np.linspace(0.0, 40.0 / k, 40001)
    t = s / replicas
    single = survival(law0, t)
    first = np.exp(replicas * np.log(single))
    modes = np.exp(-np.multiply.outer(t, lam)) * (law0 @ phi)
    flux = modes @ ((pi[:, None] * phi).T @ A)
    fractions = simpson(flux * (first / single)[:, None], x=s, axis=0)
    assert abs(fractions.sum() - 1) < 1e-3
    return simpson(first, x=s), fractions


s_grid = np.linspace(0.0, 10.0 / k, 4001)


def law_error(t, replicas):
    mu = conditioned(start, t)
    many = np.exp(replicas * np.log(survival(mu, s_grid / replicas)))
    return np.abs(survival(mu, s_grid) - many).max()


for t in (6.0, 8.0, 10.0, 14.0):
    assert law_error(t, N) <= (N + 1) * distance(start, t) + 1e-10
    fractions = summed_statistics(conditioned(start, t), N)[1]
    assert np.abs(fractions - share).max() <= N * distance(start, t) + 1e-5

# Boltzmann starts with very many replicas give the Boltzmann flux rate
mean_many, _ = summed_statistics(pi, 10**6)
assert abs(mean_many * k_boltzmann - 1) < 1e-3
assert abs(mean_many * k - 1) > 5e-3
raw32, raw32_fractions = summed_statistics(start, N)
raw1024, raw1024_fractions = summed_statistics(start, 1024)


# Expected wall time of the complete algorithm
def equilibration_steps(replicas):
    n = 1
    while (replicas + 1) * distance(start, n * dt) > target_error:
        n += 1
    return n


def expected_wall(replicas):
    n_eq = equilibration_steps(replicas)
    alive = survival(start, dt * np.arange(n_eq + 1))
    escape = alive[:-1] - alive[1:]
    done = np.zeros(12 * n_eq)
    for m in range(n_eq, len(done)):
        done[m] = alive[n_eq] + escape @ done[m - np.arange(1, n_eq + 1)]
    dephasing = (1 - done**replicas).sum()
    parallel = 1 / (1 - np.exp(-replicas * k * dt))
    total = alive[:-1].sum() + alive[n_eq] * (dephasing + parallel)
    return total * dt, dephasing * dt, parallel * dt, n_eq


# Stochastic run: decorrelation, dephasing with rejection, parallel stage
rng = np.random.default_rng(20240)
P = expm(G * dt)
K = P[:n_sites, :n_sites]
cumulative = np.cumsum(P, axis=1)[:, :-1]


def advance(states):
    u = rng.random(states.size)
    return (u[:, None] > cumulative[states]).sum(axis=1)


runs = 20000
wall_theory, dephasing_theory, parallel_theory, n_eq = expected_wall(N)
t_eq = n_eq * dt
clock = np.zeros(runs)
wall = np.zeros(runs)
exit_channel = np.full(runs, -1)
reference = np.full(runs, entry)
active = np.arange(runs)
for n in range(1, n_eq + 1):
    reference[active] = advance(reference[active])
    gone = active[reference[active] >= n_sites]
    clock[gone] = wall[gone] = n
    exit_channel[gone] = reference[gone] - n_sites
    active = active[reference[active] < n_sites]
survivors = active

replica = np.full(survivors.size * N, entry)
age = np.zeros(replica.size, dtype=int)
finish = np.zeros(replica.size, dtype=int)
busy = np.arange(replica.size)
elapsed = 0
while busy.size:
    elapsed += 1
    new = advance(replica[busy])
    lost = new >= n_sites
    replica[busy] = np.where(lost, entry, new)
    age[busy] = np.where(lost, 0, age[busy] + 1)
    ready = age[busy] == n_eq
    finish[busy[ready]] = elapsed
    busy = busy[~ready]
replica = replica.reshape(-1, N)
dephasing_wall = finish.reshape(-1, N).max(axis=1)

pending = np.arange(survivors.size)
clock_excess = np.zeros(survivors.size)
n = 0
while pending.size:
    n += 1
    new = advance(replica[pending].ravel()).reshape(-1, N)
    replica[pending] = new
    escaped = new >= n_sites
    hit = escaped.any(axis=1)
    winner = escaped[hit].argmax(axis=1)
    which = pending[hit]
    run_id = survivors[which]
    count = N * (n - 1) + winner + 1
    clock[run_id] = n_eq + count
    clock_excess[which] = N * n - count
    wall[run_id] = n_eq + dephasing_wall[which] + n
    exit_channel[run_id] = new[hit, winner] - n_sites
    pending = pending[~hit]

# Compare with the exact direct law from the entry site
mean_direct = start @ np.linalg.solve(-Q, ones)
fractions_direct = start @ np.linalg.solve(-Q, A)
mean_checked = dt * (start @ np.linalg.solve(np.eye(n_sites) - K, ones))
mean_run = dt * clock.mean()
error_run = dt * clock.std(ddof=1) / np.sqrt(runs)
fractions_run = np.bincount(exit_channel, minlength=n_channels) / runs
assert abs(mean_run - mean_checked) < 4 * error_run
sigma = np.sqrt(fractions_direct * (1 - fractions_direct) / runs)
assert np.all(np.abs(fractions_run - fractions_direct) < 4 * sigma)
counts = np.bincount(clock.astype(int))
empirical = np.cumsum(counts) / runs
exact = 1 - survival(start, dt * np.arange(counts.size))
ks = np.abs(empirical - exact).max()
assert ks < 1.95 / np.sqrt(runs)
p = np.exp(-k * dt)
excess_theory = N / (1 - p**N) - 1 / (1 - p)
assert abs(clock_excess.mean() - excess_theory) < 0.4
assert abs(dt * wall.mean() / wall_theory - 1) < 0.015
assert abs(dt * dephasing_wall.mean() / dephasing_theory - 1) < 0.015

# Neglected effects for the same numbers
pressure_torr, mass_u, site_area_nm2 = 0.02, 72.0, 0.20
barrier_wavenumber, vibration_time_ps = 1000.0, 1.0
pressure = pressure_torr * const.torr
flux = pressure / np.sqrt(2 * np.pi * mass_u * const.atomic_mass
                          * const.k * temperature)
arrival = flux * n_sites * site_area_nm2 * 1e-18 * 1e-9
quantum = const.h * const.c * barrier_wavenumber * 100 / (const.k * temperature)
wigner = 1 + quantum**2 / 24


def lifetime(reaction_factor):
    return 1 / np.min(np.linalg.eigvals(-build_rates(reaction_factor)[0]).real)


shortest_stay_ps = 1000 / np.max(-np.diag(Q))


def row(values, digits=4):
    return " ".join(f"{v:.{digits}f}" for v in values)


print(f"temperature {temperature:.0f} K, kT {kT:.5f} eV")
print("site energies (eV):", row(site_energy, 2))
print("hop saddle energies (eV):", row(hop_saddle, 2))
print(f"reaction saddle {react_saddle:.2f} eV, edge saddle {edge_saddle:.2f} eV")
print(f"vacuum level {vacuum_level:.2f} eV")
print(f"prefactors: hop, reaction and edge {hop_prefactor*1e9:.0e} 1/s")
print(f"prefactor: desorption {desorption_prefactor*1e9:.0e} 1/s")
print("Boltzmann occupations:", row(pi, 5))
print("QSD occupations:", row(qsd, 5))
print(f"QSD escape rate k {k*1e3:.4f} 1/us, lifetime 1/k {1/k:.2f} ns")
print(f"Boltzmann flux rate {k_boltzmann*1e3:.4f} 1/us")
print(f"Boltzmann rate / QSD rate {k_boltzmann/k:.4f}")
print(f"spectral gap {gap:.4f} 1/ns, relaxation time {1/gap:.3f} ns")
print(f"decay rate of distance, measured {decay:.4f} 1/ns")
print("channels:", ", ".join(channels))
print("QSD channel fractions:", row(share))
print(f"replicas N {N}, check interval {dt:.1f} ns")
print(f"equilibration time, each stage {t_eq:.1f} ns")
print(f"distance eps at that time {distance(start, t_eq):.3e}")
print(f"error bound (N+1)*eps {(N+1)*distance(start, t_eq):.5f}")
print(f"actual largest survival error {law_error(t_eq, N):.3e}")
print(f"no dephasing, N=32: mean summed time {raw32:.2f} ns")
print("no dephasing, N=32: channel fractions", row(raw32_fractions))
print(f"no dephasing, N=1024: mean summed time {raw1024:.2f} ns")
print("no dephasing, N=1024: channel fractions", row(raw1024_fractions))
print(f"direct mean from entry, continuous time {mean_direct:.2f} ns")
print(f"direct mean from entry, checked time {mean_checked:.2f} ns")
print(f"algorithm mean {mean_run:.2f} ns, standard error {error_run:.2f} ns")
print("direct channel fractions from entry:", row(fractions_direct))
print("algorithm channel fractions:", row(fractions_run))
print(f"runs {runs}, largest distribution difference {ks:.5f}")
print(f"coarse-clock excess, formula {excess_theory*dt:.3f} ns")
print(f"coarse-clock excess, run {clock_excess.mean()*dt:.3f} ns")
print(f"mean dephasing wall time, formula {dephasing_theory:.2f} ns")
print(f"mean dephasing wall time, run {dephasing_wall.mean()*dt:.2f} ns")
print(f"mean parallel-stage wall time, formula {parallel_theory:.2f} ns")
print(f"mean total wall time, formula {wall_theory:.2f} ns")
print(f"mean total wall time, run {wall.mean()*dt:.2f} ns")
for replicas in (8, 32, 128, 512):
    w, _, _, steps = expected_wall(replicas)
    print(f"N={replicas}: stage {steps*dt:.1f} ns, wall {w:.2f} ns, "
          f"speedup {mean_checked/w:.2f}")
print(f"gas: {pressure_torr:.2f} Torr, {mass_u:.0f} u, {site_area_nm2:.2f} nm2/site")
print(f"gas arrival rate on pocket {arrival*1e3:.4f} 1/us")
print(f"chance of arrival before escape {arrival/(arrival+k):.4f}")
print(f"Wigner factor at {barrier_wavenumber:.0f} 1/cm: {wigner:.3f}")
print(f"lifetime with Wigner factor {lifetime(wigner):.2f} ns")
print(f"lifetime, reaction barrier -0.05 eV {lifetime(np.exp(0.05/kT)):.2f} ns")
print(f"lifetime, reaction barrier +0.05 eV {lifetime(np.exp(-0.05/kT)):.2f} ns")
print(f"shortest mean site stay {shortest_stay_ps:.1f} ps")
print(f"assumed vibrational memory {vibration_time_ps:.1f} ps, "
      f"ratio {vibration_time_ps/shortest_stay_ps:.4f}")
print("all tests passed")
```

Running it gives:

```
temperature 450 K, kT 0.03878 eV
site energies (eV): 0.00 0.06 0.03 0.10 0.02 0.20
hop saddle energies (eV): 0.36 0.34 0.38 0.35 0.50
reaction saddle 0.58 eV, edge saddle 0.62 eV
vacuum level 0.85 eV
prefactors: hop, reaction and edge 1e+13 1/s
prefactor: desorption 1e+15 1/s
Boltzmann occupations: 0.42502 0.09046 0.19608 0.03224 0.25376 0.00245
QSD occupations: 0.42618 0.09061 0.19625 0.03216 0.25266 0.00214
QSD escape rate k 2.4267 1/us, lifetime 1/k 412.08 ns
Boltzmann flux rate 2.6121 1/us
Boltzmann rate / QSD rate 1.0764
spectral gap 0.5844 1/ns, relaxation time 1.711 ns
decay rate of distance, measured 0.5844 1/ns
channels: ligand exchange, edge hop, desorption
QSD channel fractions: 0.4891 0.1999 0.3109
replicas N 32, check interval 0.5 ns
equilibration time, each stage 12.5 ns
distance eps at that time 2.655e-04
error bound (N+1)*eps 0.00876
actual largest survival error 4.260e-05
no dephasing, N=32: mean summed time 444.19 ns
no dephasing, N=32: channel fractions 0.4434 0.2393 0.3173
no dephasing, N=1024: mean summed time 678.62 ns
no dephasing, N=1024: channel fractions 0.0807 0.5947 0.3246
direct mean from entry, continuous time 413.18 ns
direct mean from entry, checked time 413.43 ns
algorithm mean 413.45 ns, standard error 2.92 ns
direct channel fractions from entry: 0.4876 0.2013 0.3111
algorithm channel fractions: 0.4905 0.1993 0.3101
runs 20000, largest distribution difference 0.00429
coarse-clock excess, formula 7.802 ns
coarse-clock excess, run 7.758 ns
mean dephasing wall time, formula 17.18 ns
mean dephasing wall time, run 17.21 ns
mean parallel-stage wall time, formula 13.13 ns
mean total wall time, formula 41.83 ns
mean total wall time, run 41.86 ns
N=8: stage 10.5 ns, wall 72.25 ns, speedup 5.72
N=32: stage 12.5 ns, wall 41.83 ns, speedup 9.88
N=128: stage 15.0 ns, wall 44.86 ns, speedup 9.22
N=512: stage 17.0 ns, wall 52.39 ns, speedup 7.89
gas: 0.02 Torr, 72 u, 0.20 nm2/site
gas arrival rate on pocket 0.0468 1/us
chance of arrival before escape 0.0189
Wigner factor at 1000 1/cm: 1.426
lifetime with Wigner factor 351.10 ns
lifetime, reaction barrier -0.05 eV 221.20 ns
lifetime, reaction barrier +0.05 eV 622.68 ns
shortest mean site stay 43.2 ps
assumed vibrational memory 1.0 ps, ratio 0.0232
all tests passed
```
